**Numerical test of Yamaguchi's diradical index for projected UHF states**

The program tests $y=1-2T/(1+T^2)=2w_D$, where $T$ is half the difference of the two UHF natural occupations of a broken pair and $w_D$ is the weight of the doubly excited configuration in the normalized singlet part of the determinant. For H$_2$ in the cc-pVDZ basis at six bond lengths, it builds the determinant as an explicit CI vector, removes the triplet with the $S^2$ operator, and asserts that the resulting weight and occupation agree with the formula. It also asserts the overlap, $\langle S^2\rangle$ and singlet-weight relations. At 4.0 bohr both routes give $y=0.5112$, compared with 0.533 from a two-configuration CI in the same orbitals and 0.500 from full CI in the same basis. At 1.4 and 2.0 bohr the UHF solution is unbroken and $y$ vanishes, although the full CI occupation does not. A four-electron model asserts that a closed core leaves the result unchanged. A second model, with two broken pairs, asserts that pairwise projection reproduces each $y_i$, while total-spin projection gives the larger occupations predicted by a separate formula.

## Numerical verification

```python
"""
Result under test: for a UHF determinant with one broken orbital pair (a, b),
    y = 1 - 2T/(1+T^2) = 2 * w_D,   T = (n_H - n_L)/2 = |<a|b>|,
where n_H, n_L are the UHF natural occupations of the pair and w_D is the
weight, in the normalized singlet part of the determinant, of the configuration
with both electrons in the weakly occupied natural orbital.
The singlet part is found by applying the S^2 operator to explicit CI vectors.
Two broken pairs are also treated: projection pair by pair gives y for each
pair, while projection of the total spin alone gives larger occupations.
Energies are in hartree, lengths in bohr.
"""
import numpy as np
from pyscf import gto, scf
from pyscf.fci import cistring, spin_op, direct_spin1


def index_y(T):
    return 1 - 2 * T / (1 + T**2)


def determinant_vector(up, down):
    """CI vector of a determinant whose orbitals are the columns of up, down."""
    norb, nocc = up.shape
    strings = cistring.gen_occslst(range(norb), nocc)
    minors_up = [np.linalg.det(up[list(s)]) for s in strings]
    minors_down = [np.linalg.det(down[list(s)]) for s in strings]
    return np.outer(minors_up, minors_down)


def apply_s2(vec, norb, nocc):
    return spin_op.contract_ss(vec, norb, (nocc, nocc))


def singlet_part(vec, norb, nocc):
    """Remove every spin s = 1..nocc; the result is not normalized."""
    for s in range(1, nocc + 1):
        vec = vec - apply_s2(vec, norb, nocc) / (s * (s + 1))
    return vec


def occupations(vec, norb, nocc):
    vec = vec / np.linalg.norm(vec)
    dm = direct_spin1.make_rdm1(vec, norb, (nocc, nocc))
    return np.linalg.eigvalsh(dm)[::-1]


def singlet_ci(h, eri):
    """Lowest two-electron singlet: energy, coefficient matrix, Hamiltonian."""
    n = len(h)
    one = np.eye(n)
    ham = np.kron(h, one) + np.kron(one, h)
    ham = ham + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    swap = np.eye(n * n).reshape(n, n, n, n).transpose(1, 0, 2, 3)
    swap = swap.reshape(n * n, n * n)
    # the shift lifts the antisymmetric (triplet) functions by 10 hartree
    energy, vecs = np.linalg.eigh(ham + 5 * (np.eye(n * n) - swap))
    return energy[0], vecs[:, 0].reshape(n, n), ham


def hydrogen_molecule(R):
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {R}", unit="Bohr",
                basis="cc-pvdz", verbose=0)
    rhf = scf.RHF(mol)
    rhf.conv_tol = 1e-12
    rhf.kernel()
    g, u = rhf.mo_coeff[:, 0], rhf.mo_coeff[:, 1]
    left, right = (g + u) / np.sqrt(2), (g - u) / np.sqrt(2)
    uhf = scf.UHF(mol)
    uhf.conv_tol, uhf.conv_tol_grad, uhf.max_cycle = 1e-12, 1e-7, 300
    uhf.kernel(np.array([np.outer(left, left), np.outer(right, right)]))
    assert rhf.converged and uhf.converged
    assert uhf.e_tot < rhf.e_tot + 1e-9

    # natural orbitals from the total UHF density
    S = mol.intor("int1e_ovlp")
    val, vec = np.linalg.eigh(S)
    root = vec @ np.diag(val**0.5) @ vec.T
    inv_root = vec @ np.diag(val**-0.5) @ vec.T
    density = uhf.make_rdm1()
    n_uhf, nat = np.linalg.eigh(root @ (density[0] + density[1]) @ root)
    n_uhf, nat = n_uhf[::-1], inv_root @ nat[:, ::-1]
    T = (n_uhf[0] - n_uhf[1]) / 2
    a, b = uhf.mo_coeff[0][:, 0], uhf.mo_coeff[1][:, 0]
    assert abs(T - abs(a @ S @ b)) < 1e-8
    assert abs(n_uhf[0] - 1 - T) < 1e-8 and abs(n_uhf[1] - 1 + T) < 1e-8

    # explicit spin projection in the natural-orbital basis
    norb = len(S)
    det = determinant_vector((nat.T @ S @ a)[:, None],
                             (nat.T @ S @ b)[:, None])
    s2 = np.sum(det * apply_s2(det, norb, 1))
    proj = singlet_part(det, norb, 1)
    w_singlet = np.sum(proj**2)
    proj = proj / np.sqrt(w_singlet)
    w_0, w_D = proj[0, 0]**2, proj[1, 1]**2
    assert abs(s2 - (1 - T**2)) < 1e-8
    assert abs(w_singlet - (1 + T**2) / 2) < 1e-8
    assert abs(det[1, 1]**2 - (1 - T)**2 / 4) < 1e-8
    assert abs(w_0 + w_D - 1) < 1e-8
    assert abs(2 * w_D - index_y(T)) < 1e-8
    assert abs(occupations(proj, norb, 1)[1] - index_y(T)) < 1e-8

    # correlated references in the same basis
    h = nat.T @ rhf.get_hcore() @ nat
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                    nat, nat, nat, nat, optimize=True)
    e_fci, c_fci, ham = singlet_ci(h, eri)
    n_fci = np.sort(2 * np.linalg.eigvalsh(c_fci)**2)[::-1]
    assert np.allclose(n_fci, occupations(c_fci, norb, 1), atol=1e-8)
    e_proj = proj.ravel() @ ham @ proj.ravel()
    result = dict(R=R, T=T, nH=n_uhf[0], nL=n_uhf[1], s2=s2, ws=w_singlet,
                  w0=w_0, wD=w_D, y=index_y(T), wD_uhf=det[1, 1]**2,
                  fci=n_fci[1], e_rhf=rhf.e_tot, e_uhf=uhf.e_tot,
                  e_proj=e_proj + mol.energy_nuc(),
                  e_fci=e_fci + mol.energy_nuc(), two=None)
    if T < 0.999:
        e_two, c_two, _ = singlet_ci(h[:2, :2], eri[:2, :2, :2, :2])
        assert abs(c_two[0, 1]) < 1e-5
        assert e_fci <= e_two + 1e-9 and e_two <= e_proj + 1e-9
        result["two"] = 2 * c_two[1, 1]**2
        result["e_two"] = e_two + mol.energy_nuc()
    return result


rows = [hydrogen_molecule(R) for R in (1.4, 2.0, 3.0, 4.0, 5.0, 6.0)]
assert rows[0]["y"] < 1e-8 and rows[0]["fci"] > 1e-3
assert all(p["y"] <= q["y"] + 1e-8 for p, q in zip(rows, rows[1:]))

print("H2, cc-pVDZ; occupations and indices are dimensionless")
print("n_L: UHF; y: projected UHF; CI2: two-configuration CI; FCI: full CI")
print("R/bohr     T        n_L      y        CI2      FCI")
for r in rows:
    two = "   --   " if r["two"] is None else f"{r['two']:8.5f}"
    print(f"{r['R']:4.1f}  {r['T']:8.5f} {abs(r['nL']):8.5f} "
          f"{abs(r['y']):8.5f} {two} {r['fci']:8.5f}")

d = rows[3]
theta = np.arccos(d["T"]) / 2
print(f"Details at R = {d['R']:.1f} bohr")
print(f"overlap T                          {d['T']:.6f}")
print(f"mixing angle theta (degrees)       {np.degrees(theta):.4f}")
print(f"cos^2 theta, sin^2 theta           "
      f"{np.cos(theta)**2:.6f} {np.sin(theta)**2:.6f}")
print(f"UHF occupations n_H, n_L           {d['nH']:.6f} {d['nL']:.6f}")
print(f"UHF <S^2> (hbar^2)                 {d['s2']:.6f}")
print(f"singlet, triplet weights in UHF    {d['ws']:.6f} {1 - d['ws']:.6f}")
print(f"double-excitation weight in UHF    {d['wD_uhf']:.6f}")
print(f"projected weights w_0, w_D         {d['w0']:.6f} {d['wD']:.6f}")
print(f"2 w_D from explicit projection     {2 * d['wD']:.6f}")
print(f"y from the occupation formula      {d['y']:.6f}")
for key, name in (("e_rhf", "RHF"), ("e_uhf", "UHF"),
                  ("e_proj", "projected UHF"), ("e_two", "CI2"),
                  ("e_fci", "full CI")):
    print(f"energy, {name:14s} (hartree)   {d[key]:.6f}")

# four-electron models in a randomly rotated orthonormal basis
rng = np.random.default_rng(7)
Q = np.linalg.qr(rng.normal(size=(4, 4)))[0]


def broken_pair(strong, weak, T):
    c, s = np.sqrt((1 + T) / 2), np.sqrt((1 - T) / 2)
    return c * strong + s * weak, c * strong - s * weak


# one closed core pair and one broken pair
T_core = 0.4
a, b = broken_pair(Q[:, 1], Q[:, 2], T_core)
core = Q[:, 0]
vec = singlet_part(determinant_vector(np.column_stack([core, a]),
                                      np.column_stack([core, b])), 4, 2)
vec = vec / np.linalg.norm(vec)
doubly = np.column_stack([core, Q[:, 2]])
w_core = np.sum(vec * determinant_vector(doubly, doubly))**2
n_core = occupations(vec, 4, 2)
y_core = index_y(T_core)
assert abs(2 * w_core - y_core) < 1e-10
assert np.allclose(n_core, [2, 2 - y_core, y_core, 0], atol=1e-10)
print(f"Closed core plus one broken pair, T = {T_core}")
print(f"2 w_D (projection), y (formula)    {2 * w_core:.6f} {y_core:.6f}")

# two broken pairs
T1, T2 = 0.2, 0.6
a1, b1 = broken_pair(Q[:, 0], Q[:, 1], T1)
a2, b2 = broken_pair(Q[:, 2], Q[:, 3], T2)
det = determinant_vector(np.column_stack([a1, a2]), np.column_stack([b1, b2]))
# a singlet in each pair: add the determinants with a and b exchanged
pairwise = sum(determinant_vector(np.column_stack([p, r]),
                                  np.column_stack([q, s]))
               for p, q in ((a1, b1), (b1, a1))
               for r, s in ((a2, b2), (b2, a2)))
total = singlet_part(det, 4, 2)
assert np.linalg.norm(apply_s2(pairwise, 4, 2)) < 1e-10
assert np.linalg.norm(apply_s2(total, 4, 2)) < 1e-10
n_pairwise = occupations(pairwise, 4, 2)[2:]
n_total = occupations(total, 4, 2)[2:]
y_pair = np.array([index_y(T1), index_y(T2)])
W_SS = (1 + T1**2) * (1 + T2**2) / 4
W_TT = (1 - T1**2) * (1 - T2**2) / 12
n_formula = (W_SS * y_pair + W_TT) / (W_SS + W_TT)
assert np.allclose(n_pairwise, y_pair, atol=1e-10)
assert abs(np.sum(total**2) - W_SS - W_TT) < 1e-10
assert np.allclose(n_total, n_formula, atol=1e-10)
assert np.all(n_total > y_pair + 1e-3)
print(f"Two broken pairs, T1 = {T1}, T2 = {T2}")
print(f"weights W_SS, W_TT                 {W_SS:.6f} {W_TT:.6f}")
print(f"y_1, y_2 (formula)                 {y_pair[0]:.6f} {y_pair[1]:.6f}")
print(f"occupations, pairwise projection   "
      f"{n_pairwise[0]:.6f} {n_pairwise[1]:.6f}")
print(f"occupations, total-spin projection {n_total[0]:.6f} {n_total[1]:.6f}")
print("checks complete")
```

Printed output:

```
H2, cc-pVDZ; occupations and indices are dimensionless
n_L: UHF; y: projected UHF; CI2: two-configuration CI; FCI: full CI
R/bohr     T        n_L      y        CI2      FCI
 1.4   1.00000  0.00000  0.00000    --     0.02045
 2.0   1.00000  0.00000  0.00000    --     0.05340
 3.0   0.56725  0.43275  0.14168  0.23925  0.20893
 4.0   0.26106  0.73894  0.51119  0.53279  0.50042
 5.0   0.12064  0.87936  0.76217  0.76457  0.74887
 6.0   0.05509  0.94491  0.89016  0.89037  0.88455
Details at R = 4.0 bohr
overlap T                          0.261060
mixing angle theta (degrees)       37.4335
cos^2 theta, sin^2 theta           0.630530 0.369470
UHF occupations n_H, n_L           1.261060 0.738940
UHF <S^2> (hbar^2)                 0.931847
singlet, triplet weights in UHF    0.534076 0.465924
double-excitation weight in UHF    0.136508
projected weights w_0, w_D         0.744404 0.255596
2 w_D from explicit projection     0.511193
y from the occupation formula      0.511193
energy, RHF            (hartree)   -0.906781
energy, UHF            (hartree)   -1.001415
energy, projected UHF  (hartree)   -1.011077
energy, CI2            (hartree)   -1.011144
energy, full CI        (hartree)   -1.012404
Closed core plus one broken pair, T = 0.4
2 w_D (projection), y (formula)    0.310345 0.310345
Two broken pairs, T1 = 0.2, T2 = 0.6
weights W_SS, W_TT                 0.353600 0.051200
y_1, y_2 (formula)                 0.615385 0.117647
occupations, pairwise projection   0.615385 0.117647
occupations, total-spin projection 0.664032 0.229249
checks complete
```
